\section*{The Clausius-Mossotti Relation and the Lowering of the Dielectric Constant}

\section{A dilute insulator between two plates}

Let a parallel-plate capacitor be filled with a very dilute gas of identical molecules that have no permanent dipole moment. A static field $\mathbf E$ displaces the electrons of each molecule slightly and induces a dipole moment. If the field is weak and the molecule responds equally in all directions, the moment is
\begin{equation}
\mathbf p=\alpha\mathbf E ,
\label{eq:single}
\end{equation}
where $\alpha>0$ is the polarizability. The molecules are so far apart that the fields of their neighbours can be neglected. With $N$ molecules per unit volume, the polarization, or dipole moment per unit volume, is
\begin{equation}
\mathbf P=N\mathbf p=N\alpha\mathbf E .
\label{eq:diluteP}
\end{equation}

The relative permittivity $\varepsilon$, also called the dielectric constant, is defined in SI units by
\begin{equation}
\mathbf D=\varepsilon_0\mathbf E+\mathbf P=\varepsilon\varepsilon_0\mathbf E ,
\label{eq:D}
\end{equation}
where $\varepsilon_0$ is the vacuum permittivity. Subtracting $\varepsilon_0\mathbf E$ from the last two expressions gives
\begin{equation}
\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E .
\label{eq:macro}
\end{equation}
Equating \eqref{eq:diluteP} and \eqref{eq:macro} yields
\begin{equation}
\varepsilon=1+\frac{N\alpha}{\varepsilon_0}\qquad\text{(dilute)} .
\label{eq:dilute}
\end{equation}
Fewer molecules, or molecules that are harder to polarize, produce less polarization in a given field and hence a smaller $\varepsilon$.

In a solid the molecules are close together, and each responds to the fields of the others as well. The field in \eqref{eq:single} must then be replaced by the local field $\mathbf E_{\rm loc}$, which is the field at a molecule due to everything except that molecule:
\begin{equation}
\mathbf P=N\alpha\mathbf E_{\rm loc} .
\label{eq:micro}
\end{equation}
The field $\mathbf E$ in \eqref{eq:D} keeps its meaning as the macroscopic field, averaged over many molecular spacings. What remains is to relate the two fields.

\section{The local field}

Take the molecules to be point dipoles on a simple, face-centred or body-centred cubic lattice, with $\alpha$ unchanged by the neighbours. Away from the plates the polarization is uniform. Around one molecule draw an imaginary sphere of radius $R$, large compared with the lattice spacing $a$ but small compared with the sample.

Outside the sphere the discrete dipoles may be replaced by a continuous medium of polarization $\mathbf P$. To see this, assign to each dipole its surrounding lattice cell. A uniformly polarized cell has the same dipole moment as the point dipole. Inversion symmetry removes the quadrupole difference, so the fields differ only by octupole and higher terms, which fall as $r^{-5}$ or faster. (If the cell is chosen with full cubic symmetry, the octupole term vanishes too, but the weaker bound is enough here.) Summed over all cells beyond $R$, such terms are at most of order $\int_R^\infty r^2r^{-5}\,dr\propto R^{-2}$. The cells cut by the sphere number about $(R/a)^2$, and each makes an error of order $P a^3/(\varepsilon_0R^3)$. Their total is at most of order $(P/\varepsilon_0)(a/R)$. Both errors vanish for $R\gg a$.

The macroscopic field $\mathbf E$ is produced by the plate charges and the whole continuous medium, including its outer surfaces. Removing the continuous material inside the sphere subtracts its field $\mathbf E_{\rm sphere}$. Putting back the discrete dipoles, except the one at the centre, adds a field $\mathbf E_{\rm near}$. Thus
\begin{equation}
\mathbf E_{\rm loc}=\mathbf E-\mathbf E_{\rm sphere}+\mathbf E_{\rm near}.
\label{eq:split}
\end{equation}

\subsection{The field of the removed sphere}

A uniformly polarized sphere can be made from two balls of charge densities $+\rho$ and $-\rho$, centred at $+\mathbf s/2$ and $-\mathbf s/2$. The dipole moment per unit volume is $\mathbf P=\rho\mathbf s$. Gauss's law for one positive ball centred at the origin reads
\begin{equation}
4\pi r^2E(r)=\frac{1}{\varepsilon_0}\,\frac{4\pi r^3}{3}\,\rho
\quad\Longrightarrow\quad
\mathbf E(\mathbf r)=\frac{\rho\,\mathbf r}{3\varepsilon_0}
\label{eq:ball}
\end{equation}
inside the ball. Adding the fields of the two displaced balls gives
\begin{align}
\mathbf E_{\rm sphere}
&=\frac{\rho}{3\varepsilon_0}\left[\left(\mathbf r-\frac{\mathbf s}{2}\right)-\left(\mathbf r+\frac{\mathbf s}{2}\right)\right]\nonumber\\
&=-\frac{\rho\,\mathbf s}{3\varepsilon_0}=-\frac{\mathbf P}{3\varepsilon_0}.
\label{eq:sphere}
\end{align}
Letting $s\to0$ with $\rho\mathbf s$ fixed leaves a uniformly polarized sphere. The position $\mathbf r$ has cancelled, so the field is uniform. It opposes $\mathbf P$, because the positive surface charge lies on the side towards which $\mathbf P$ points.

\subsection{The dipoles inside the sphere}

Let all dipoles point along $z$ with moment $p$. A dipole at $(x,y,z)$, a distance $r$ from the origin, produces at the origin a field whose $z$ component is
\begin{equation}
E_z=\frac{p}{4\pi\varepsilon_0}\,\frac{3z^2-r^2}{r^5}.
\label{eq:dip}
\end{equation}
Neighbours on the $z$ axis therefore strengthen the moment at the origin, while neighbours in the plane $z=0$ oppose it.

In a cubic lattice the axes $x$, $y$ and $z$ are equivalent. On each shell of sites at distance $r$,
\begin{equation}
\sum x^2=\sum y^2=\sum z^2=\frac13\sum r^2 ,
\label{eq:shell}
\end{equation}
and hence $\sum(3z^2-r^2)=0$. The transverse components are proportional to $\sum xz/r^5$ and $\sum yz/r^5$. They vanish because the sites occur in pairs with opposite $x$, or opposite $y$. Therefore $\mathbf E_{\rm near}=0$. The same argument holds for dipoles along $x$ or $y$, and superposition extends it to any direction.

Equations \eqref{eq:split} and \eqref{eq:sphere} now give the Lorentz local field
\begin{equation}
\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}.
\label{eq:lorentz}
\end{equation}
The plus sign comes from subtracting a field that opposes $\mathbf P$.

For a disordered but isotropic material the average of $3z^2-r^2$ over directions is also zero. The surroundings and induced moments nevertheless vary from molecule to molecule. Applying \eqref{eq:lorentz} to such a material is therefore a mean-field approximation, which neglects these variations. The error need not be small. For $N\alpha/(4\pi\varepsilon_0)=0.1$, periodic cells of 64 randomly placed dipoles give $\varepsilon\approx3.4$ when the closest allowed approach is $0.85N^{-1/3}$ and $\varepsilon\approx3.8$ when it is $0.75N^{-1/3}$, against 3.16 on a cubic lattice.

\section{The Clausius-Mossotti relation}

Insert \eqref{eq:macro} into \eqref{eq:lorentz}:
\begin{equation}
\mathbf E_{\rm loc}
=\mathbf E\left(1+\frac{\varepsilon-1}{3}\right)
=\frac{\varepsilon+2}{3}\,\mathbf E .
\label{eq:ratio}
\end{equation}
Substituting this into \eqref{eq:micro}, and using \eqref{eq:macro} for $\mathbf P$, gives
\begin{equation}
\varepsilon_0(\varepsilon-1)\mathbf E
=N\alpha\,\frac{\varepsilon+2}{3}\,\mathbf E .
\end{equation}
For a nonzero field, division by $\varepsilon_0(\varepsilon+2)$ yields the Clausius-Mossotti relation
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=x,\qquad
x\equiv\frac{N\alpha}{3\varepsilon_0}.
\label{eq:CM}
\end{equation}
To solve for $\varepsilon$, multiply by $\varepsilon+2$ and collect terms:
\begin{align}
\varepsilon-1&=x\varepsilon+2x,\nonumber\\
\varepsilon(1-x)&=1+2x,\nonumber\\
\varepsilon&=\frac{1+2x}{1-x}.
\label{eq:eps}
\end{align}
Subtracting one gives the useful form
\begin{equation}
\varepsilon-1=\frac{1+2x-(1-x)}{1-x}=\frac{3x}{1-x}.
\label{eq:excess}
\end{equation}

For $x\ll1$ the denominator tends to one and $\varepsilon\simeq1+3x$, which is the dilute result \eqref{eq:dilute}. At larger $x$ the factor $1/(1-x)$ describes mutual reinforcement. Indeed, adding 3 to \eqref{eq:excess} gives $\varepsilon+2=3/(1-x)$, so that \eqref{eq:ratio} becomes $E_{\rm loc}/E=1/(1-x)$.

\subsection{The same result at fixed plate charge}

A capacitor with fixed plate charge offers a second view. Let $E_0=D/\varepsilon_0$ be the field of the plate charges alone. From \eqref{eq:D}, $E=E_0-P/\varepsilon_0$, and \eqref{eq:lorentz} becomes
\begin{equation}
E_{\rm loc}=E_0-\frac{P}{\varepsilon_0}+\frac{P}{3\varepsilon_0}
=E_0-\frac{2P}{3\varepsilon_0}.
\label{eq:fixedQ}
\end{equation}
Inserting this into $P=N\alpha E_{\rm loc}=3x\varepsilon_0E_{\rm loc}$ gives
\begin{equation}
P=3x\varepsilon_0E_0-2xP
\quad\Longrightarrow\quad
\frac{P}{\varepsilon_0E_0}=\frac{3x}{1+2x}.
\end{equation}
Since $D$ is fixed, $1/\varepsilon=E/E_0$, and
\begin{equation}
\frac1\varepsilon=1-\frac{3x}{1+2x}=\frac{1-x}{1+2x},
\end{equation}
in agreement with \eqref{eq:eps}. The local field is smaller than the field $E_0$ of the plates but larger than the macroscopic field $E$ inside the insulator. The two statements use different reference fields.

\subsection{The limit of large $x$}

Equation \eqref{eq:eps} diverges as $x\to1$. The origin is visible in the energy of a uniform polarization at $E=0$. Inducing a moment $p$ costs $p^2/(2\alpha)$ per molecule. The mutual interaction contributes $-\frac12pE_{\rm loc}$ per molecule, where the factor $\frac12$ prevents double counting and $E_{\rm loc}=P/(3\varepsilon_0)$. Per unit volume, with $P=Np$,
\begin{equation}
u=\frac{P^2}{2N\alpha}-\frac{P^2}{6\varepsilon_0}
=\frac{P^2}{2N\alpha}(1-x).
\label{eq:energy}
\end{equation}
At $x=1$ the restoring energy disappears, and for $x>1$ the unpolarized state is unstable. Thus $x<1$ is a necessary condition for using \eqref{eq:eps}. It is not sufficient in general, since nonuniform dipole patterns must be stable too. On the simple cubic lattice, columns of head-to-tail dipoles that alternate in direction from one column to the next become unstable already at $x\approx0.78$. In a dense material, overlapping charge clouds also invalidate the point-dipole description, so the divergence should not be read as a prediction for a real insulator.

\section{Lowering density or polarizability}

Differentiate \eqref{eq:eps} with the quotient rule:
\begin{equation}
\frac{d\varepsilon}{dx}
=\frac{2(1-x)+(1+2x)}{(1-x)^2}
=\frac{3}{(1-x)^2}>0 .
\label{eq:slope}
\end{equation}
Because $x=N\alpha/(3\varepsilon_0)$, the chain rule gives
\begin{equation}
\frac{\partial\varepsilon}{\partial N}
=\frac{\alpha}{\varepsilon_0(1-x)^2}>0,\qquad
\frac{\partial\varepsilon}{\partial\alpha}
=\frac{N}{\varepsilon_0(1-x)^2}>0 .
\end{equation}
Lowering either quantity while holding the other fixed therefore lowers $\varepsilon$. There are two causes: the direct response $N\alpha$ is smaller, and the weaker polarization also reduces the local-field enhancement.

The fractional sensitivity is the same for both quantities:
\begin{equation}
S=\frac{\partial\ln\varepsilon}{\partial\ln N}
=\frac{\partial\ln\varepsilon}{\partial\ln\alpha}
=\frac{x}{\varepsilon}\frac{d\varepsilon}{dx}
=\frac{3x}{(1-x)(1+2x)} .
\label{eq:S}
\end{equation}
It exceeds one when $3x>1+x-2x^2$, or $2x^2+2x-1>0$. For positive $x$ this means $x>(\sqrt3-1)/2$.

For a finite reduction, let $x$ become $fx$ with $0<f<1$. From \eqref{eq:excess},
\begin{equation}
\frac{\varepsilon(fx)-1}{\varepsilon(x)-1}
=f\,\frac{1-x}{1-fx}<f .
\label{eq:finite}
\end{equation}
The part of the permittivity due to the material thus falls by a larger fraction than $N$ or $\alpha$ does.

The derivation assumes that the density is lowered uniformly on the molecular scale and that the cubic arrangement is kept. If material is removed as pores much larger than a molecule, most remaining molecules still have neighbours at the original spacing. The solid and the pores are then treated as two media, and in general $\varepsilon$ depends on the shape of the pores as well as on the average density. For example, flat gaps parallel to the plates act as capacitors in series with the solid, whereas flat gaps perpendicular to the plates act as capacitors in parallel with it. The two arrangements have different capacitances even when the pore volume is the same.

\section{A worked example}

Take $N=20\ \mathrm{nm^{-3}}$ and a polarizability volume $\alpha'=\alpha/(4\pi\varepsilon_0)=0.005\ \mathrm{nm^3}$. These are round model parameters and represent no particular material. Since $\alpha=4\pi\varepsilon_0\alpha'$,
\begin{equation}
x=\frac{4\pi}{3}N\alpha'
=\frac{4\pi}{3}(20)(0.005)=0.4189 ,
\end{equation}
and
\begin{equation}
\varepsilon=\frac{1+2(0.4189)}{1-0.4189}=3.162 .
\end{equation}
The dilute formula would give $1+3x=2.257$, which is 29\,\% below the Clausius-Mossotti value. The local field is $(3.162+2)/3=1.721$ times the macroscopic field.

Now lower $N$ by 25\,\% at fixed $\alpha$. Then $x=0.75(0.4189)=0.3142$ and
\begin{equation}
\varepsilon=\frac{1+2(0.3142)}{1-0.3142}=2.374 .
\end{equation}
Lowering $\alpha$ by 25\,\% at fixed $N$ gives the same value, because only the product $N\alpha$ enters. If both are lowered by 25\,\%, then $x=0.75^2(0.4189)=0.2356$ and $\varepsilon=1.925$.

For either single reduction, $\varepsilon-1$ falls from 2.162 to 1.374, or by 36\,\%, as \eqref{eq:finite} requires. The permittivity itself falls by 24.9\,\%. At the starting point $S=1.177$, so a linear estimate would be $0.25\times1.177=29\,\%$. The actual fall is smaller because the slope \eqref{eq:slope} decreases as $x$ is lowered.

The effect on capacitance follows from the plate charge per area, $\sigma=D=\varepsilon\varepsilon_0E$, and the voltage $V=Ed$. For plates of area $A$ and separation $d$, with edge fields neglected,
\begin{equation}
\frac CA=\frac{\sigma}{V}=\frac{\varepsilon\varepsilon_0}{d}.
\label{eq:C}
\end{equation}
With $d=50\ \mathrm{nm}$ the reference filling gives $0.560\ \mathrm{fF/\mu m^2}$. Either single reduction gives $0.560(2.374/3.162)=0.420\ \mathrm{fF/\mu m^2}$, and the combined reduction gives $0.341\ \mathrm{fF/\mu m^2}$, which is 39\,\% below the reference.

Relation \eqref{eq:CM} can also be used in reverse. A target of $\varepsilon=2$ requires $x=(2-1)/(2+2)=0.25$. At unchanged $\alpha$ the density must be
\begin{equation}
N=20\,\frac{0.25}{0.4189}\ \mathrm{nm^{-3}}
=11.9\ \mathrm{nm^{-3}},
\end{equation}
or about 60\,\% of its original value.

\section{A test without the imaginary sphere}

The local-field argument can be tested by filling the capacitor with 21 discrete layers of dipoles on a simple cubic lattice. Let $p_i$ be the moment of each dipole in layer $i$, and let $T_{ij}p_j$ be the field that layer $j$ produces at a site in layer $i$, with the site's own dipole omitted. The moments obey
\begin{equation}
p_i=\alpha\left(E_0+\sum_jT_{ij}p_j\right).
\label{eq:layers}
\end{equation}
The coefficients $T_{ij}$ come from direct sums of \eqref{eq:dip} over a plane, with an integral for the distant part. Layers more than three spacings apart are left uncoupled. This is justified because the field outside an infinite periodic dipole layer has no uniform part, and its components of in-plane wavenumber $G$ decay as $e^{-G|z|}$.

After the linear equations are solved together, the central moment gives $P=Np$, $E=E_0-P/\varepsilon_0$ and $\varepsilon=E_0/E$. Neither \eqref{eq:lorentz} nor \eqref{eq:CM} is used. The resulting permittivities agree with \eqref{eq:eps} to five decimals for all four cases above. The sensitivities to $N$ and $\alpha$, found by small changes of each, both agree with \eqref{eq:S}.

Cubic symmetry matters in this agreement. Keep $N$ and $\alpha$ at their reference values, but stretch the lattice to $c/a=1.2$ with the field along $c$. The layer calculation then gives $\varepsilon=2.559$ and $E_{\rm loc}/E=1.241$. The cubic formula, which still gives 3.162, is too high by 24\,\% relative to the layer result.

The change can be described by writing $E_{\rm loc}=E+LP/\varepsilon_0$, where $L=1/3$ in the cubic case. Division by $E$ and use of \eqref{eq:macro} give
\begin{equation}
L=\frac{E_{\rm loc}/E-1}{\varepsilon-1}
=\frac{0.2408}{1.5592}=0.154 .
\label{eq:L}
\end{equation}
The near field therefore opposes the polarization. The closest neighbours show the same sign. By \eqref{eq:dip}, the two on the $c$ axis and the four in the plane contribute in proportion to
\begin{equation}
\frac{4}{c^3}-\frac{4}{a^3},
\end{equation}
which is zero for $c=a$ and negative for $c>a$. Density and polarizability alone thus determine $\varepsilon$ in this model when the arrangement makes the near field vanish at every site, not merely on average; otherwise the geometry enters as well. The model also takes $\alpha$ as a fixed property of the molecule. In a real insulator it depends on bonding and density, and the static $\varepsilon$ includes the displacement of nuclei as well as of electrons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Reference number density N: 20.0 nm^-3
Reference polarizability volume: 0.0050 nm^3
Plate separation: 50.0 nm
Fraction kept in each reduction: 0.75
Sphere field along P, in P/eps0: -0.333333
Reference eps without local correction: 2.2566
Reference derivative d(eps)/dx: 8.8836
Case: reference
  N = 20.00 nm^-3, alpha' = 0.005000 nm^3
  x = 0.41888
  eps formula = 3.16244, layers = 3.16244
  E_loc/E from layers = 1.72081
  C/A = 0.5600 fF/um^2
  change of eps and C/A = 0.00 %
Case: N lowered
  N = 15.00 nm^-3, alpha' = 0.005000 nm^3
  x = 0.31416
  eps formula = 2.37419, layers = 2.37419
  E_loc/E from layers = 1.45806
  C/A = 0.4204 fF/um^2
  change of eps and C/A = -24.93 %
Case: alpha lowered
  N = 20.00 nm^-3, alpha' = 0.003750 nm^3
  x = 0.31416
  eps formula = 2.37419, layers = 2.37419
  E_loc/E from layers = 1.45806
  C/A = 0.4204 fF/um^2
  change of eps and C/A = -24.93 %
Case: both lowered
  N = 15.00 nm^-3, alpha' = 0.003750 nm^3
  x = 0.23562
  eps formula = 1.92475, layers = 1.92475
  E_loc/E from layers = 1.30825
  C/A = 0.3408 fF/um^2
  change of eps and C/A = -39.14 %
Sensitivity formula: 1.17667
Sensitivity to N from layers: 1.17667
Sensitivity to alpha from layers: 1.17667
Target eps: 2.00; required x: 0.2500
Required N at reference alpha: 11.937 nm^-3
Required N / reference N: 0.5968
Layer eps at required N: 2.00000
Tetragonal c/a = 1.2, eps along c: 2.5592
Tetragonal E_loc/E along c: 1.2408
\end{verbatim}
